# Sagnac frequency splitting of a co-rotating dielectric ring resonator

To turn the frequency difference read from a ring-resonator gyroscope into a rotation rate, one must decide how the refractive index enters the scale factor. The Sagnac time delay contains no index, which suggests leaving it out. A calculation with light speed $c/n$ in the laboratory puts it in the numerator. The result below puts it in the denominator. For $n=1.5$ the last two choices differ by a factor 2.25 in the inferred rate. A further choice, between phase index and group index, matters as soon as the guide is dispersive.

## Setting and theorem

A closed, planar, single-mode light path has perimeter $P$ and encloses area $A$. It turns rigidly at rate $\Omega$ about an axis normal to its plane, with $\Omega>0$ counterclockwise. The dielectric turns with it. The label $\sigma=+1$ marks light travelling counterclockwise, $\sigma=-1$ light travelling clockwise. For $\Omega>0$ these are the co-rotating and counter-rotating waves.

The assumptions are:

1. In its local rest frame the medium carries wave crests along the path at speed $c/n$, with $n$ uniform and independent of frequency.
2. Loss, backscatter and nonlinearity are absent.
3. Frequencies are read by a detector fixed to the ring.
4. The local speed $v$ of the ring satisfies $v\ll c$, and results are kept to first order in $v/c$.

**Theorem.** Two counter-propagating modes with the same mode number $m$ have frequencies that differ by

$$\Delta\nu=\nu_--\nu_+=\frac{4A\Omega}{n\lambda P},\qquad \lambda=\frac{nP}{m},$$

where $\lambda$ is the vacuum wavelength of the resonance at rest. The co-rotating mode has the lower frequency.

The proof follows one crest around the moving loop and then requires the wave to close on itself.

## Lemma 1: Fresnel drag

**Lemma.** In a medium moving at speed $v$ along the path, a crest has laboratory speed

$$u_\sigma=\frac{c/n+\sigma v}{1+\sigma v/(nc)}=\frac cn+\sigma v\left(1-\frac1{n^2}\right)+O(v^2/c).$$

**Proof.** The first form is relativistic velocity addition, applied to a crest that moves at $c/n$ in the rest frame. To expand it, use $1/(1+\epsilon)=1-\epsilon+O(\epsilon^2)$:

$$\left(\frac cn+\sigma v\right)\left(1-\frac{\sigma v}{nc}\right)=\frac cn+\sigma v-\frac{\sigma v}{n^2}+O(v^2/c).\qquad\blacksquare$$

The factor $1-1/n^2$ is the Fresnel drag coefficient. For $n=1.5$ it equals 0.5556, so at $v/c=10^{-3}$ the first-order speed is $0.666667+0.000556=0.667222$ in units of $c$. Solving Maxwell's equations with Minkowski's relations for a moving dielectric gives 0.6672219, in agreement.

## Lemma 2: transit time of one path element

On a general loop the velocity is not parallel to the path, so each element needs its own Lorentz transformation. Let $\hat{\boldsymbol\tau}$ be the counterclockwise unit tangent, $ds$ the element length in the laboratory at fixed time, and $v_t=\mathbf v\cdot\hat{\boldsymbol\tau}$.

**Lemma.** With $\gamma=1/\sqrt{1-v^2/c^2}$, a crest crosses the element in laboratory time

$$dt=\frac{\gamma n}{c}\sqrt{1+\frac{\gamma^2v_t^2}{c^2}}\,ds+\sigma\frac{\gamma^2v_t}{c^2}\,ds.$$

**Proof.** While the crest crosses the element, the element itself moves by $\mathbf v\,dt$. The displacement of the crest in the laboratory is therefore

$$d\mathbf r=\mathbf v\,dt+\sigma\hat{\boldsymbol\tau}\,ds.$$

The time taken in the local rest frame is

$$dt'=\gamma\left(dt-\frac{\mathbf v\cdot d\mathbf r}{c^2}\right)=\gamma\left(1-\frac{v^2}{c^2}\right)dt-\sigma\frac{\gamma v_t}{c^2}ds=\frac{dt}{\gamma}-\sigma\frac{\gamma v_t}{c^2}ds.$$

The rest-frame displacement parallel to $\mathbf v$ is

$$dr'_\parallel=\gamma(dr_\parallel-v\,dt)=\sigma\gamma\frac{v_t}{v}ds,$$

and the perpendicular part is unchanged, with square $(1-v_t^2/v^2)ds^2$. Adding the squares and using $\gamma^2-1=\gamma^2v^2/c^2$ gives

$$|d\mathbf r'|^2=\left[1+(\gamma^2-1)\frac{v_t^2}{v^2}\right]ds^2=\left[1+\frac{\gamma^2v_t^2}{c^2}\right]ds^2.$$

The crest moves at $c/n$ in this frame, so $dt'=n|d\mathbf r'|/c$. Inserting both expressions and multiplying by $\gamma$ gives the claim. At a point with $v=0$ it reduces to $dt=n\,ds/c$. $\blacksquare$

The first term is the same for both directions. The second changes sign with $\sigma$ and contains no $n$. The index thus drops out of the delay between the two crests before any expansion in $v/c$ is made.

For a circle centred on the axis, $v_t=v$ and the square root equals $\gamma$, so $dt=\gamma^2(n/c+\sigma v/c^2)ds$. Lemma 1 gives the same result: the crest gains on the ring at

$$u_\sigma-\sigma v=\frac{c/n-v^2/(nc)}{1+\sigma v/(nc)}=\frac{c}{n\gamma^2}\,\frac{1}{1+\sigma v/(nc)},$$

whose inverse is $\gamma^2(n/c+\sigma v/c^2)$.

## Lemma 3: the area

**Lemma.** For any planar loop that does not cross itself and any position of the normal axis, $\oint v_t\,ds=2A\Omega$. For a crossing or multi-turn loop, $A$ is the signed area, each region counted with its winding number.

**Proof.** With the origin on the axis, $\mathbf v=(-\Omega y,\Omega x)$. Since $\hat{\boldsymbol\tau}\,ds=(dx,dy)$,

$$\oint v_t\,ds=\Omega\oint(x\,dy-y\,dx)=2A\Omega$$

by Green's theorem. Moving the axis to $(x_0,y_0)$ adds $-\Omega(x_0\oint dy-y_0\oint dx)$. Both integrals vanish on a closed path. $\blacksquare$

If the axis is tilted, the same integral is $\oint(\boldsymbol\Omega\times\mathbf r)\cdot d\mathbf r=\boldsymbol\Omega\cdot\oint\mathbf r\times d\mathbf r=2\mathbf A\cdot\boldsymbol\Omega$. The component of the rotation along the loop normal then replaces $\Omega$.

## Proof of the theorem

To first order $\gamma=1$ and the square root in Lemma 2 equals 1. Integrating around the loop with Lemma 3 gives

$$t_\sigma=\frac{nP}{c}+\sigma\frac{2A\Omega}{c^2},\qquad t_+-t_-=\frac{4A\Omega}{c^2}.$$

In coordinates that turn with the ring, nothing in the setting depends on time. A mode can therefore be written as $\exp\{i[\varphi(s)-2\pi\nu_\sigma t]\}$, with $s$ measured along the direction of travel. On a crest the bracket is constant, so $d\varphi=2\pi\nu_\sigma\,dt$. One circuit changes $\varphi$ by $2\pi\nu_\sigma t_\sigma$, and a single-valued field requires this to be $2\pi m$. Hence $\nu_\sigma=m/t_\sigma$.

Here $\nu_\sigma$ is counted in laboratory time. A clock on the ring differs by a factor $\gamma$, which is a second-order effect. Define

$$\nu=\frac{mc}{nP}=\frac c\lambda,\qquad \delta=\frac{2A\Omega}{ncP}.$$

Then $\nu_\sigma=\nu/(1+\sigma\delta)$, and

$$\nu_--\nu_+=\nu\left(\frac1{1-\delta}-\frac1{1+\delta}\right)=\frac{2\nu\delta}{1-\delta^2}\approx2\nu\delta=\frac{4A\Omega\nu}{ncP}=\frac{4A\Omega}{n\lambda P},$$

where the last step uses $\nu/c=1/\lambda$. $\blacksquare$

The physical content is a ratio: $\Delta\nu/\nu$ is the index-free delay $4A\Omega/c^2$ divided by the round-trip time $nP/c$. The index enters through the round-trip time.

The theorem was tested on an ellipse with semi-axes 1 and 0.6, rotating about a point displaced from its centre by $(0.3,0.2)$. With $c=1$, $\Omega=10^{-3}$ and $n=1.5$, diagonalizing a first-order wave equation in rotating coordinates gave splittings for $m=1$ and $m=3$ that agree with the formula to better than one part in $10^5$. That equation has the index-free rotation term of Lemma 2 built in, so it checks the closure condition and the area integral, not the role of the index. The role of the index is checked by the Minkowski solution quoted under Lemma 1.

## Remarks on limits and on the role of drag

**Shape and index.** For a circle of radius $R$, $A/P=R/2$ and $\Delta\nu=2\Omega R/(n\lambda)$. A loop folded back on itself so that $A\to0$ shows no splitting, however long it is. At fixed shape, $A/P$ grows in proportion to the size.

The dependence on $n$ must be read with care. At fixed $\lambda$ and geometry, $\Delta\nu\propto1/n$. If instead one given mode is followed while its index is changed, $m$ is fixed and $\lambda=nP/m$ changes too. Then $\Delta\nu=4A\Omega m/(n^2P^2)\propto1/n^2$.

**What drag does.** Take a circular ring and write the laboratory speed as $u_\sigma=c/n+\sigma fv$, with an adjustable drag coefficient $f$. The crest gains on the ring at $u_\sigma-\sigma v=c/n-\sigma(1-f)v$, and $\nu_\sigma=m(u_\sigma-\sigma v)/P$. With $m/P=n/\lambda$,

$$\nu_--\nu_+=\frac{2n(1-f)v}{\lambda}.$$

The Fresnel value gives $1-f=1/n^2$ and recovers $2v/(n\lambda)$. Setting $f=0$ gives $2nv/\lambda$, too large by $n^2$. That larger value answers a different question: it is the Doppler difference seen by a detector carried around a dielectric ring that stays at rest.

**The detector.** A detector fixed in the laboratory beside the turning ring counts crests at rate $mu_\sigma/P$. To first order it finds the co-rotating wave higher by $2n(1-1/n^2)v/\lambda$. For $n>1$ this has the opposite sign and in general another magnitude, so assumption 3 is essential.

## Dispersion: the group index

**Proposition.** If the rest-frame index depends on frequency, then to first order

$$\Delta\nu=\frac{4A\Omega}{n_g\lambda P},\qquad n_g=n+\nu\frac{dn}{d\nu},$$

with $\lambda=n(\nu)P/m$ still the vacuum wavelength at rest.

**Proof.** A material point sees the frequency $\nu_\sigma$, up to the second-order factor $\gamma$. The closure condition $\nu_\sigma t_\sigma=m$ becomes

$$\frac{P}{c}n(\nu_\sigma)\nu_\sigma+\sigma\frac{2A\Omega}{c^2}\nu_\sigma=m.$$

Put $\nu_\sigma=\nu+\eta_\sigma$, where $n(\nu)\nu P/c=m$. The derivative of $n(\nu)\nu$ is $n_g$, so the first-order terms are

$$\frac{P}{c}n_g\eta_\sigma+\sigma\frac{2A\Omega\nu}{c^2}=0,\qquad \eta_\sigma=-\sigma\frac{2A\Omega\nu}{n_gcP}.$$

Forming $\eta_--\eta_+$ and using $\nu/c=1/\lambda$ gives the result. $\blacksquare$

For a gently bent waveguide, the effective index of the guided mode takes the part of $n(\nu)$. Its group index includes the dispersion caused by confinement.

## Worked example

Consider a racetrack with two 10.0 mm straights and two half-circles of radius 5.0 mm. The index is 1.50, the wavelength is near 1550 nm, and the ring turns at 10.0 deg/s, or 0.174533 rad/s. The geometry gives

$$A=2(5)(10)+\pi(5)^2=178.540\ \text{mm}^2,\qquad P=2(10)+2\pi(5)=51.416\ \text{mm}.$$

The mode nearest 1550 nm has $m=49757$ and $\lambda=1550.011$ nm. The splitting is

$$\Delta\nu=\frac{4(1.78540\times10^{-4})(0.174533)}{(1.50)(1.550011\times10^{-6})(5.1416\times10^{-2})}\ \text{Hz}\approx1043\ \text{Hz}.$$

The delay is $1.387\times10^{-21}$ s, against a round-trip time of 257.26 ps. The optical frequency of 193.413 THz turns this tiny ratio into about a kilohertz. Summing the unexpanded transit times of Lemma 2 around the racetrack gives the same splitting to the printed digits. For an axis through the centre of the racetrack, the largest $v/c$ is $5.8\times10^{-12}$, so relative corrections of second order are near $10^{-23}$.

Leaving out drag would predict 2346 Hz. At 10 deg/h the splitting falls in proportion to the rate, to 0.29 Hz.

## Where the assumptions fail

The inputs in this section are rough typical or assumed values. The numerical output lists those used for the example ring, with their results; the figures for nitride strips and silicon guides are separate rough values.

**Loss.** With power attenuation $\alpha$ per length, stored energy decays at rate $\alpha c/n$. The corresponding full linewidth is $\alpha c/(2\pi n)$. For 1.0 dB/m this is 7.32 MHz, about 7000 times the splitting, and coupler loss adds to it. The two resonances overlap almost completely. Their centres must be located to a small fraction of the linewidth.

**Backscatter.** Let one lossless scatterer reflect amplitude $ir$ and transmit $\tau=\sqrt{1-r^2}$. The round-trip phases are $\phi\pm\theta$, where $\theta=2\pi\nu(2A\Omega/c^2)=\pi\Delta\nu/F$ and $F=c/(nP)$ is the free spectral range. The two wave amplitudes close on themselves if

$$a=e^{i(\phi+\theta)}(\tau a+irb),\qquad b=e^{i(\phi-\theta)}(ira+\tau b).$$

Setting the determinant to zero and using $\tau^2+r^2=1$ gives

$$1-2\tau e^{i\phi}\cos\theta+e^{2i\phi}=0,\qquad\text{so}\qquad\cos\phi=\tau\cos\theta.$$

For small $r$ and $\theta$, $\phi=\pm\sqrt{r^2+\theta^2}$, measured from a multiple of $2\pi$. A phase difference $2|\phi|$ is a frequency difference $F|\phi|/\pi$, hence

$$\Delta\nu_{\text{eig}}=\sqrt{\Delta\nu^2+(rF/\pi)^2}.$$

Here $F=3.8872$ GHz. An assumed $r=10^{-4}$ splits the modes by 123.73 kHz without any rotation, and turning at 10 deg/s raises this by 4.39 Hz. At 10 deg/s the backscatter term equals the Sagnac term for $r=8.4\times10^{-7}$. The eigenfrequency splitting is nearly proportional to the rotation rate there only if $r$ is well below this value, and at slower rotation the limit on $r$ falls in proportion to the rate. These are eigenfrequencies of a lossless ring. With a linewidth of several megahertz, the separation of the driven peaks needs a separate calculation.

**Unequal powers.** For the field $ae^{iks}+be^{-iks}$, the part of $|E|^2E$ that varies as $e^{iks}$ is $(|a|^2+2|b|^2)a$. With equal polarizations and a local, instantaneous Kerr response, the index changes are $n_2(I_1+2I_2)$ and $n_2(I_2+2I_1)$. They differ by $n_2(I_2-I_1)$. Since $\nu\propto1/n$ at fixed $m$, the false splitting is $\nu n_2|I_1-I_2|/n$. For $n_2=2.5\times10^{-19}$ m²/W, a mode area of 10 µm² and circulating powers of 10.1 and 10.0 mW, it is 322 Hz. This is about 31% of the Sagnac splitting and equivalent to about 3 deg/s. The assumed $n_2$ is roughly that of bulk silicon nitride, and the figure scales as $n_2$ divided by the mode area. In a nitride guide in silica with effective index 1.50, most of the light travels in the silica, whose $n_2$ is about ten times smaller. At the same 10 µm² area this lowers the figure; with the silica value throughout, the same formula gives about 32 Hz. A single-mode strip with that effective index, about 1.5 µm wide and 0.15 µm thick, has a mode area nearer 2 µm². The smaller area more than offsets the silica and gives a false splitting of roughly a kilohertz for the same powers. The 322 Hz is therefore an order of magnitude, not an upper bound.

**Temperature.** At fixed perimeter and $dn/dT=10^{-5}$ K$^{-1}$, warming by 1 mK lowers both resonances by 1.289 MHz. The shift cancels in the difference if both directions are read at the same temperature. It does not cancel if they are read in turn while the ring drifts.

**The real case.** The numbers lie in the regime of chip-scale resonant optical gyroscopes with centimetre-size, low-loss guides at telecom wavelengths. Besides the loss and backscatter treated above, such guides have dispersion, which changes the scale factor itself. With an assumed $n_g=1.55$ in place of $n=1.50$ the splitting is 1009 Hz, about 3% lower. A thin nitride strip in silica with effective index 1.50 has a larger group index, roughly 1.63 to 1.70 depending on its width, which lowers the splitting by about 8 to 12%. The correction is much larger in silicon wire guides, where the effective index is roughly 2.4 and the group index roughly 4: the phase index would then overstate the splitting by a factor of about 1.7. Their loss is also typically far above 1 dB/m. Dispersion changes a scale factor that can be calibrated. Power imbalance is different, because it gives a false splitting even at zero rotation. Backscatter also splits the eigenfrequencies at zero rotation, but how much of this reaches the reading depends on how the two directions are driven.

## Table of computed values

```
CHECKS (c = 1 models)
drag model: index = 1.50, v/c = 1.0e-03
Fresnel drag coefficient 1 - 1/n^2 = 0.5556
co-moving lab phase speed / c = 0.6672219
no-drag delay / true delay = 2.2500
EXAMPLE INPUTS (rough typical values)
straight length = 10.0 mm
bend radius = 5.0 mm
index n = 1.50
rotation rate = 10.0 deg/s
rotation rate for formula = 0.174533 rad/s
EXAMPLE RESULTS
area A = 178.540 mm^2
perimeter P = 51.416 mm
mode number m = 49757
vacuum wavelength = 1550.011 nm
optical frequency = 193.413 THz
round-trip time at rest = 257.26 ps
free spectral range = 3.8872 GHz
Sagnac delay, formula = 1.38685e-21 s
Sagnac delay, exact kinematics = 1.38685e-21 s
splitting, formula = 1042.675 Hz
splitting, exact kinematics = 1042.675 Hz
splitting at 10 deg/h = 0.2896 Hz
splitting if drag were omitted = 2346.0 Hz
NEGLECTED EFFECTS (rough inputs)
group index = 1.55
splitting with group index = 1009.0 Hz
propagation loss = 1.0 dB/m
loss-limited linewidth = 7.32 MHz
linewidth / splitting = 7025
backscatter amplitude per round trip = 1.0e-04
lossless backscatter splitting = 123.73 kHz
rise of that splitting by rotation = 4.39 Hz
backscatter amplitude equal to Sagnac = 8.43e-07
Kerr coefficient n2 = 2.5e-19 m^2/W
mode area = 10.0 um^2
circulating powers = 10.1, 10.0 mW
false Kerr splitting = 322.4 Hz
thermo-optic coefficient = 1.0e-05 1/K
common shift for 1 mK warming = 1.289 MHz
largest rim speed / c = 5.82e-12
its square (relativistic correction) = 3.4e-23
```
